# Maximum thickness of a depletable double-gate junctionless film

## Problem

A long n-type junctionless transistor has a semiconductor film of thickness $T$ between two identical gates held at the same voltage. The donor density $N$ is uniform, the donors are fully ionized, and the relative permittivity of the film is $\varepsilon$. There is no drain bias, so the electrostatics depends on one coordinate $x$ only, with $x=0$ at mid-film and the surfaces at $x=\pm T/2$.

The algebra is in atomic units. Let $W(x)$ be the potential energy of an electron relative to its value in neutral film, and let $\theta$ be Boltzmann's constant times the temperature, an energy. The gates deplete the film by making $W$ positive. The surface value $W(\pm T/2)$ must not exceed a chosen cap $W_s$. In the usual language, $W_s$ is the largest permitted magnitude of the surface potential.

The film counts as depleted when the electron density satisfies $n(x)\le fN$ everywhere, where $0<f<1$ is chosen by the designer. Electrons obey Boltzmann statistics and holes are neglected.

1. Turn the depletion criterion into a condition on $W(0)$.
2. Find a closed formula for a thickness that is certain to be permitted, and bound the true maximum from above.
3. Find the true maximum as an integral, and prove that it is the maximum.
4. Evaluate the results for $\varepsilon=12$, $N=5\times10^{-6}$ Å$^{-3}$, 300 K, $W_s=0.5$ eV and $f=0.01$. What happens if the centre is merely required to reach the edge of neutrality in a parabolic potential?

## Hints

**Hint 1.** What is the electron density where $W=0$? Where in a symmetric film is $W$ smallest?

**Hint 2.** In a depleted film the net charge density lies between two constants. Integrate Poisson's equation twice with each of them.

**Hint 3.** Multiply Poisson's equation by $W'$. For the proof, ask how the surface energy responds when the centre energy is raised at fixed thickness.

## Full solution

### 1. The condition at the centre

The electrostatic potential is $\phi=-W$, because the electron has charge $-1$. The net charge density is $N-n$, so Poisson's equation $\phi''=-4\pi(N-n)/\varepsilon$ becomes

$$W''=\frac{4\pi}{\varepsilon}(N-n).$$

The film is in equilibrium with neutral material, where $W=0$ and $n=N$. Boltzmann statistics then gives $n=Ne^{-W/\theta}$, and

$$W''=K\left(1-e^{-W/\theta}\right),\qquad K=\frac{4\pi N}{\varepsilon}. \tag{1}$$

For equal surface values the solution is symmetric. To see this, let $D$ be the difference between a solution and its mirror image. Since the right side of (1) increases with $W$, $D''$ has the sign of $D$. A positive maximum or a negative minimum of $D$ inside the film is therefore impossible, and $D=0$ at both surfaces, so $D=0$ throughout. Hence $W'(0)=0$.

If $W(0)>0$, equation (1) makes $W''$ positive at the centre. Moving outward, $W$ rises, stays positive, and keeps $W''$ positive. The centre is therefore the minimum of $W$ and the maximum of $n$. If $W(0)\le0$, the centre holds at least the neutral density and is not depleted. The criterion $n\le fN$ is thus equivalent to

$$W(0)\ge W_c,\qquad W_c=\theta\ln\frac1f. \tag{2}$$

A centre at the neutral potential has $n=N$. This is why a depletion criterion must specify a residual density: the Boltzmann density falls smoothly and never reaches zero at finite $W$.

Since the surface lies above the centre in energy, a film of nonzero thickness requires $W_s>W_c$. Otherwise no thickness meets both demands. From here on, $\Delta=W_s-W_c>0$ denotes the energy drop available between surface and centre.

### 2. A safe thickness and an upper bound

Consider the state with $W(0)=W_c$. Throughout it $0<e^{-W/\theta}\le f$, and equation (1) gives

$$(1-f)K\le W''\le K.$$

Integrating from the centre, where $W'=0$, gives $(1-f)Kx\le W'\le Kx$ for $x\ge0$. A second integration gives

$$\frac{(1-f)Kx^2}{2}\le W(x)-W_c\le\frac{Kx^2}{2}.$$

Let $T_{\max}$ be the thickness at which this state reaches the cap, so that $W(T_{\max}/2)=W_s$. Part 3 shows that it is the maximum. Putting $x=T_{\max}/2$ gives

$$\frac{(1-f)KT_{\max}^2}{8}\le\Delta\le\frac{KT_{\max}^2}{8}.$$

The right inequality bounds $T_{\max}$ from below and the left one bounds it from above. With $8/K=2\varepsilon/(\pi N)$,

$$T_0\le T_{\max}\le\frac{T_0}{\sqrt{1-f}},\qquad
T_0=\sqrt{\frac{2\varepsilon\,(W_s-W_c)}{\pi N}}. \tag{3}$$

The thickness $T_0$ is the safe design value. It treats the film as if it held no electrons at all, which overstates the charge and hence the band bending.

At fixed $W_s$, $f$ and temperature, $T_0$ varies as $N^{-1/2}$. The donor number per unit area, $NT_0$, varies as $N^{1/2}$. Heavier doping therefore demands a thinner film, although that film contains more donors per area.

### 3. The exact maximum

Multiply (1) by $W'$. The left side is the derivative of $W'^2/2$, and the right side is the derivative of $K(W+\theta e^{-W/\theta})$. Integrating from the centre, with $W(0)=W_c$ and $e^{-W_c/\theta}=f$, gives

$$W'^2=2K\left[W-W_c-\theta\left(f-e^{-W/\theta}\right)\right].$$

On the right half $W'>0$, so $dx=dW/W'$. Both halves together give

$$T_{\max}=2\int_{W_c}^{W_s}\frac{dW}{\sqrt{2K\left[W-W_c-\theta(f-e^{-W/\theta})\right]}}.$$

The integrand diverges at the lower limit, though the integral is finite. Set $W=W_c+s^2$, so that $dW=2s\,ds$ and $e^{-W/\theta}=fe^{-s^2/\theta}$. A factor $s$ cancels, leaving

$$T_{\max}=\frac{4}{\sqrt{2K}}\int_0^{\sqrt\Delta}
\frac{ds}{\sqrt{1-f\,g(s)}},\qquad
g(s)=\frac{\theta\left(1-e^{-s^2/\theta}\right)}{s^2}. \tag{4}$$

**Proof that this is the maximum.** Let $v(x)=\partial W(x)/\partial W(0)$ describe the response to a change of the centre energy. Differentiating (1) gives

$$v''=\frac K\theta e^{-W/\theta}v,\qquad v(0)=1,\quad v'(0)=0.$$

While $v$ is positive, $v''$ is positive, so $v$ grows outward from 1 and cannot reach zero. Hence $v\ge1$: at fixed thickness, raising the centre raises the surface by at least as much.

Any depleted state has $W(0)\ge W_c$. Its surface energy is therefore at least that of the state with $W(0)=W_c$ in the same film. If the former respects the cap, so does the latter. The latter has $W$ increasing with $x$ and reaches $W_s$ at $x=T_{\max}/2$, so $T\le T_{\max}$. Conversely, for any $T\le T_{\max}$ the state with $W(0)=W_c$ is depleted and stays under the cap. The condition $T\le T_{\max}$ is both necessary and sufficient.

**How far $T_{\max}$ lies above $T_0$.** For small $f$, expand $1/\sqrt{1-fg}\approx1+fg/2$ in (4). The first term gives $4\sqrt\Delta/\sqrt{2K}=\sqrt{8\Delta/K}=T_0$. For the second, integration by parts gives

$$\int_0^\infty\frac{1-e^{-s^2/\theta}}{s^2}\,ds
=\frac2\theta\int_0^\infty e^{-s^2/\theta}ds=\sqrt{\frac{\pi}{\theta}}.$$

The part beyond $\sqrt\Delta$ must be removed. When $\Delta\gg\theta$ the exponential is negligible there, and this part is $1/\sqrt\Delta$. Multiplying by $f\theta/2$ and dividing by $\sqrt\Delta$ gives, to first order in $f$ and for $\Delta\gg\theta$ only,

$$\frac{T_{\max}-T_0}{T_0}\approx\frac f2\left(\sqrt{\frac{\pi\theta}{\Delta}}-\frac\theta\Delta\right). \tag{5}$$

The correction is proportional to $f$. For $\Delta\gg\theta$ it is also below the value $f/2$ that the upper bound in (3) would allow, because the residual electrons are concentrated in the central part of the film. In the opposite limit, $\Delta\ll\theta$, the density stays near $fN$ everywhere. Then $g\to1$ and $T_{\max}$ approaches the upper bound in (3).

### 4. Numbers

At 300 K, $\theta=0.025852$ eV. The centre must be raised by

$$W_c=0.025852\ln100=0.11905\ \text{eV},$$

which leaves $\Delta=0.50000-0.11905=0.38095$ eV. Converted from atomic units, $K=7.5396\times10^{-5}$ eV/Å$^2$. Thus

$$T_0=\sqrt{\frac{8(0.38095)}{7.5396\times10^{-5}}}
=201.0\ \text{Å}\quad(379.9\ \text{bohr}).$$

Numerical quadrature of (4) gives $T_{\max}=201.4$ Å (380.7 bohr), while the upper bound is 202.1 Å. Equation (5) predicts a relative excess over $T_0$ of 0.0020, or 0.4 Å, in agreement with the quadrature. Within this model, the closed formula can therefore replace the integral in this case.

Requiring only that the parabola reach $W=0$ at the centre amounts to setting $W_c=0$ in $T_0$. The result is 230.3 Å, which is 14% above $T_{\max}$. A finite-difference solution of (1) for that thickness, with its surfaces at the cap, gives a centre density of $0.21N$. This is 21 times the permitted density. It is below $N$ because mobile electrons reduce the net charge, so the true potential falls less steeply towards the centre than the parabola.

The centre density is sensitive to thickness. With the surfaces held at the cap, the same numerical method gives $0.0174N$ for a film 2% thicker than $T_{\max}$ and $0.0057N$ for one 2% thinner. The reason is the exponential in $n$. A 2% increase raises the parabolic drop by about $0.04\Delta=0.015$ eV, more than half of $\theta$. The parabolic estimate multiplies the density by about 1.8. The computed factor is 1.74, since $v>1$ means that the centre moves less than the surface mismatch it has to compensate.

The choice of $f$ has a moderate cost:

| $f$ | $T_0$ (Å) | $T_{\max}$ (Å) |
|---|---:|---:|
| 0.1 | 216.2 | 220.4 |
| 0.01 | 201.0 | 201.4 |
| 0.001 | 184.7 | 184.7 |

Each tenfold reduction of $f$ removes $\theta\ln10$ from the available drop. The difference between the two thickness columns fades as $f$ falls, as (5) requires.

**Validity of the neglected holes.** With intrinsic density $n_i$, the surface hole density is $p=n_i^2e^{W_s/\theta}/N$. Requiring $p\le fN$ gives

$$n_i\le N\sqrt f\,e^{-W_s/(2\theta)}=3.2\times10^{-11}\ \text{Å}^{-3}.$$

When holes at this limit are included in the finite-difference solution, the centre density changes by a relative $4\times10^{-4}$. A larger cap tightens the condition exponentially, so $W_s$ cannot be raised without limit to permit thicker films. For a silicon-like $n_i\approx10^{-14}$ Å$^{-3}$ the condition is met up to $W_s\approx0.9$ eV, where $T_{\max}\approx290$ Å and the surface field is about 1.1 MV/cm. The cap of 0.5 eV used here is therefore a chosen value, well below the limit set by holes.

**Other limits of the model.** At a fixed surface potential, the gate work function and the oxide alter the gate voltage needed, but not $T_{\max}$. A short channel or a drain bias makes the potential depend on a second coordinate, and (1) no longer suffices. Full ionization is an assumption at this doping. With the model band of Variation 1 and an isolated donor level 10 to 45 meV below the band edge, the neutral film is only 70% to 48% ionized, $W_c$ falls by 0.009 to 0.019 eV, and $T_{\max}$ becomes 204 to 207 Å. The value 201 Å then stays on the safe side, but the upper bound in (3) is no longer guaranteed, because donors that hold an electron also reduce the net charge. An isolated level is itself crude at such densities, so these figures only indicate the size of the effect. The uniform donor charge is also an average: the mean donor spacing $N^{-1/3}$ is about 58 Å, so the film is only three to four spacings thick. For randomly placed donors, unscreened by electrons, between surfaces held at fixed potential, the rms fluctuation of $W$ at mid-film is about 0.05 to 0.07 eV, depending on the length over which it is averaged. This is $2\theta$ or more, and is equivalent to 13 to 18 Å of thickness. It exceeds the gap between $T_0$ and $T_{\max}$ and the corrections in both variations below, so $T_0$ is safe for the averaged charge only, not for every point of an individual device.

## Variation 1: Fermi–Dirac statistics

**Question.** How does the safe thickness change when Pauli exclusion is included? Use a model band with six equivalent valleys and isotropic mass $m=0.3$.

**Solution.** Let $\eta$ be the chemical potential measured from the local band edge, divided by $\theta$. For parabolic bands,

$$\frac n{N_c}=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},\qquad
N_c=12\left(\frac{m\theta}{2\pi}\right)^{3/2}.$$

The factor 12 counts two spins and six valleys. For $\eta<0$, expand the integrand in powers of $z=e^\eta$. The first two terms give $n/N_c=z-z^2/\sqrt8+\dots$. Inverting and taking the logarithm gives

$$\eta=\ln\frac n{N_c}+\frac{n}{\sqrt8N_c}+\dots$$

The energy rise that lowers the density from $N$ to $fN$ is $\theta[\eta(N)-\eta(fN)]$, hence

$$W_c\approx\theta\left[\ln\frac1f+\frac{(1-f)N}{\sqrt8N_c}\right].$$

Here $N_c=2.47\times10^{-5}$ Å$^{-3}$. The neutral film has $\eta\approx-1.5$, so it is only weakly degenerate, and the added term is 0.0018 eV. Numerical inversion of the full integral gives the same value to this accuracy. The bounds (3) remain valid with the new $W_c$, because their derivation used only $0\le n\le fN$. The safe thickness becomes 200.6 Å, a decrease of 0.2% from the Boltzmann value. Pauli exclusion raises the chemical potential of the neutral film, so its bands must be lifted slightly further to empty it.

## Variation 2: confinement across the film

**Question.** Does quantum motion across the film invalidate the classical depletion criterion? Use the same mass and keep the potential fixed.

**Solution.** Near the centre $W\approx W_c+Kx^2/2$, a harmonic well of frequency $\omega=\sqrt{K/m}$. Let $y=\omega/\theta$. Motion in the film plane contributes the same factor to the quantum and classical densities, so only motion along $x$ matters.

Odd oscillator states vanish at the centre. The even ones have

$$|\psi_{2k}(0)|^2=\sqrt{\frac{m\omega}{\pi}}\,\frac{(2k)!}{4^k(k!)^2}.$$

Apart from the common factor $e^{-W_c/\theta}$, the thermal sum is

$$\sum_k|\psi_{2k}(0)|^2e^{-(2k+1/2)y}
=\sqrt{\frac{m\omega}{\pi}}\frac{e^{-y/2}}{\sqrt{1-e^{-2y}}}
=\sqrt{\frac{m\omega}{2\pi\sinh y}},$$

where $\sum_k (2k)!\,q^k/[4^k(k!)^2]=(1-q)^{-1/2}$ was used with $q=e^{-2y}$. The classical momentum integral is

$$\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{-p^2/(2m\theta)}=\sqrt{\frac{m\theta}{2\pi}}.$$

Dividing the two results gives

$$\frac{n_{\rm quantum}(0)}{n_{\rm classical}(0)}=\sqrt{\frac{y}{\sinh y}}<1.$$

In the example $\omega=0.0438$ eV and $y=1.69$, so the ratio is 0.80. Diagonalizing the one-dimensional Hamiltonian on a grid, in the classical potential of the film of thickness $T_{\max}$ with hard walls at its surfaces, also gives 0.80. The largest quantum density anywhere in that film is $0.0080N$, below the permitted $0.01N$.

The classical criterion is therefore conservative here. Two effects of similar size lower the centre density. First, the well holds fewer electrons at the same chemical potential: the sum over all levels is $\sum_n e^{-(n+1/2)y}=1/[2\sinh(y/2)]$, while the classical phase-space integral is $\theta/\omega=1/y$, and their ratio is $(y/2)/\sinh(y/2)=0.89$. Second, the quantum distribution of positions is broader than the classical one, which supplies the remaining factor of about 0.90. To restore the permitted density, the centre could be lowered by about $\theta\ln(1/0.80)\approx0.006$ eV. Since $T_0\propto\sqrt\Delta$, this would add roughly 0.7% to the thickness, or 1.5 Å. That is an estimate at fixed potential shape; a quantum calculation that also updates the potential, with the same uniform charge and hard walls, gives the same 1.5 Å. The ratio depends on the mass along $x$: masses of 0.19 and 0.916, as for the four light and two heavy valleys of a (100) silicon film, give 0.72 and 0.93, with an average over the six valleys of 0.79.
